**Inverse-square adhesion from pair attractions, and the exponential decay of semilocal correlation**

Pair energies $-C_6/r^6$ summed over two half-spaces of atomic densities $n_1$ and $n_2$ at gap $d$ give $E/A=-H/(12\pi d^2)$ with $H=\pi^2C_6n_1n_2$. The program asserts this law against three-dimensional quadrature, the smeared-plane law against an explicit atom sum, and the discreteness correction against a sum over atomic planes. It also asserts the analytic tail formula for an $n^{4/3}$ functional and brackets the decay rates of PW92 and PBE correlation, in units of the wavefunction decay constant $\kappa$. Further assertions cover the dilute limit of Lifshitz theory, its short- and long-distance behaviour with retardation, and the smallness of the thermal change at 300 K. For rough Pb(001)/InSb(001) parameters at 1.0 nm, the output gives a pair energy of −0.076 eV/nm², about 3500 times the PW92 interaction of frozen model densities. Many-body screening reduces the Hamaker constant to 0.62 of the pair sum built from the same dielectric response. At contact the continuum formula fails, and its value depends on how the gap is defined.

## Numerical verification

```python
"""
Result under test: pair attractions -C6/r^6 between two half-spaces at gap d give
    E/A = -pi*C6*n1*n2/(12 d^2) = -H/(12 pi d^2),   H = pi^2*C6*n1*n2,
whereas semilocal correlation gives an interaction that decays exponentially
with d, because it needs overlap of the two electron densities.
Symbols: n1, n2 atoms per volume; C6 pair coefficient; H Hamaker constant;
d gap between continuum faces; D gap between outermost atomic planes;
s1, s2 plane spacings; kappa decay constant of a surface wavefunction
(density tail exp(-2 kappa z)); eps permittivity at imaginary frequency;
xi imaginary frequency times hbar, in eV.
Lengths are in nm and energies in eV, except inside the density-functional
part, which uses bohr and hartree.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit, zeta
from pyscf.dft import libxc

pi = np.pi
eV = sc.e
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
hbar_c = sc.hbar * sc.c / eV * 1e9
to_mJ_m2 = eV * 1e18 * 1e3


def unit_gauss(count):
    """Gauss-Legendre nodes and weights on (0, 1)."""
    x, w = np.polynomial.legendre.leggauss(count)
    return (x + 1) / 2, w / 2


# ---------------- rough inputs: Pb(001) facing InSb(001) ----------------
a_pb, a_insb = 0.495, 0.648
C6 = 3.0e-4
barrier = 4.5
eps_insb = 16.0
valence = 4
temperature = 300.0
n1, n2 = 4 / a_pb**3, 8 / a_insb**3
s1, s2 = a_pb / 2, a_insb / 4
H = pi**2 * C6 * n1 * n2


def pair_energy(d):
    return -H / (12 * pi * d**2)


# ---------------- half-space law from the definition ----------------
t, w = unit_gauss(60)
x, wx = t / (1 - t), w / (1 - t)**2
Z1, Z2, R = np.meshgrid(x, x, x, indexing="ij")
W = wx[:, None, None] * wx[None, :, None] * wx[None, None, :]
for d in (0.5, 1.0):
    integral = np.sum(W * 2 * pi * R / (R**2 + (d + Z1 + Z2)**2)**3)
    assert np.isclose(-C6 * n1 * n2 * integral, pair_energy(d), rtol=1e-4)

# ---------------- explicit atoms in one square net ----------------
net = a_pb / np.sqrt(2)
cells = np.arange(-300, 301)


def net_ratio(z, shift):
    """Explicit atom-to-net sum divided by the smeared-plane result."""
    X, Y = np.meshgrid((cells + shift) * net, (cells + shift) * net)
    explicit = np.sum(1 / (X**2 + Y**2 + z**2)**3)
    return explicit / (pi / (2 * net**2 * z**4))


assert abs(net_ratio(1.0, 0.0) - 1) < 1e-5
assert abs(net_ratio(1.0, 0.5) - 1) < 1e-5


# ---------------- sum over atomic planes ----------------
def plane_energy(D):
    start = D + s1 * np.arange(40000)
    total = np.sum(zeta(4, start / s2)) / s2**4
    return -pi / 2 * C6 * (n1 * s1) * (n2 * s2) * total


half_spacings = (s1 + s2) / 2
D_far = 1.0 + half_spacings
discrete_far = plane_energy(D_far) / pair_energy(1.0) - 1
discrete_formula = -(s1**2 + s2**2) / 4
assert abs(discrete_far - discrete_formula) < 2e-3
D_contact = 0.30
d_contact = D_contact - half_spacings

# ---------------- semilocal correlation of frozen surface densities -------
kappa = np.sqrt(2 * sc.m_e * barrier * eV) / sc.hbar * 1e-9
kb = kappa * bohr_nm
na, nb = valence * n1 * bohr_nm**3, valence * n2 * bohr_nm**3


def correlation_density(name, n, gradient):
    if name == "power":
        return -n**(4 / 3)
    if name == "PW92":
        return n * libxc.eval_xc(",LDA_C_PW", n, spin=0)[0]
    zero = np.zeros_like(n)
    rho = np.array([n, zero, zero, gradient])
    return n * libxc.eval_xc(",PBE", rho, spin=0)[0]


def semilocal_interaction(name, d):
    """Interaction per area, hartree/bohr^2 (arbitrary scale for 'power')."""
    db, step = d / bohr_nm, 0.01
    z = np.arange(-30, db + 30, step)
    f1, f2 = expit(-2 * kb * z), expit(-2 * kb * (db - z))
    rho1, rho2 = na * f1, nb * f2
    g1 = -2 * kb * rho1 * expit(2 * kb * z)
    g2 = 2 * kb * rho2 * expit(2 * kb * (db - z))
    difference = (correlation_density(name, rho1 + rho2, g1 + g2)
                  - correlation_density(name, rho1, g1)
                  - correlation_density(name, rho2, g2))
    return np.sum(difference) * step


def tail_integrand(u):
    return (np.exp(4 * u / 3) * np.expm1(4 / 3 * np.log1p(np.exp(-2 * u)))
            - np.exp(-4 * u / 3))


J = 2 * quad(tail_integrand, 0, 60, limit=200)[0]
d_test = 1.5
N_test = np.sqrt(na * nb) * np.exp(-kappa * d_test)
tail_formula = -N_test**(4 / 3) * J / (2 * kb)
assert np.isclose(semilocal_interaction("power", d_test), tail_formula,
                  rtol=2e-3)

to_eV_nm2 = hartree_eV / bohr_nm**2
gaps = (0.3, 0.5, 1.0)
semilocal = {name: [semilocal_interaction(name, d) * to_eV_nm2 for d in gaps]
             for name in ("PW92", "PBE")}
rate = {}
for name in ("PW92", "PBE"):
    near = semilocal_interaction(name, 1.0)
    far = semilocal_interaction(name, 1.2)
    assert near < 0 and far < 0
    rate[name] = np.log(near / far) / 0.2 / kappa
assert 1 < rate["PW92"] < 4 / 3
assert 1 < rate["PBE"] < 2


# ---------------- many-body, retarded and thermal effects ----------------
def plasma_energy(electrons_per_nm3):
    omega2 = electrons_per_nm3 * 1e27 * sc.e**2 / (sc.epsilon_0 * sc.m_e)
    return sc.hbar * np.sqrt(omega2) / eV


wp1, wp2 = plasma_energy(valence * n1), plasma_energy(valence * n2)


def eps_metal(xi):
    return 1 + wp1**2 / xi**2


def eps_semi(xi):
    return 1 + (eps_insb - 1) / (1 + xi**2 * (eps_insb - 1) / wp2**2)


def image_series(e1, e2):
    product = (e1 - 1) / (e1 + 1) * (e2 - 1) / (e2 + 1)
    return sum(product**k / k**3 for k in range(1, 201))


t, w = unit_gauss(300)
xi_grid, xi_weight = 10 * t / (1 - t), 10 * w / (1 - t)**2


def lifshitz_H(eps_a, eps_b):
    values = image_series(eps_a(xi_grid), eps_b(xi_grid))
    return 3 / (4 * pi) * np.sum(xi_weight * values)


# Dilute limit with London oscillators: polarizability volumes and energies.
p1, p2, w1, w2 = 1e-6, 2e-6, 6.0, 9.0
C6_london = 1.5 * p1 * p2 * w1 * w2 / (w1 + w2)
H_dilute = lifshitz_H(lambda q: 1 + 4 * pi * n1 * p1 / (1 + (q / w1)**2),
                      lambda q: 1 + 4 * pi * n2 * p2 / (1 + (q / w2)**2))
assert np.isclose(H_dilute, pi**2 * n1 * n2 * C6_london, rtol=2e-3)

H_lifshitz = lifshitz_H(eps_metal, eps_semi)
e1, e2 = eps_metal(xi_grid), eps_semi(xi_grid)
alpha1 = 3 / (4 * pi * n1) * (e1 - 1) / (e1 + 2)
alpha2 = 3 / (4 * pi * n2) * (e2 - 1) / (e2 + 2)
C6_response = 3 / pi * np.sum(xi_weight * alpha1 * alpha2)
H_response = pi**2 * n1 * n2 * C6_response


def retarded_energy(d):
    """Zero-temperature Lifshitz energy per area, both polarizations."""
    u, wu = unit_gauss(240)
    q = (60 * u / (2 * d))[:, None]
    wq = (60 * wu / (2 * d))[:, None]
    y, wy = (u**3)[None, :], (3 * u**2 * wu)[None, :]
    xi = hbar_c * q * y
    r_te, r_tm = 1.0, 1.0
    for eps in (eps_metal(xi), eps_semi(xi)):
        inside = q * np.sqrt(1 + (eps - 1) * y**2)
        r_te = r_te * (q - inside) / (q + inside)
        r_tm = r_tm * (eps * q - inside) / (eps * q + inside)
    decay = np.exp(-2 * q * d)
    logs = np.log1p(-r_te * decay) + np.log1p(-r_tm * decay)
    return hbar_c / (4 * pi**2) * np.sum(wq * wy * q**2 * logs)


def retardation_ratio(d):
    return retarded_energy(d) / (-H_lifshitz / (12 * pi * d**2))


assert abs(retardation_ratio(0.1) - 1) < 0.01
far_power = np.log2(retarded_energy(5000.0) / retarded_energy(10000.0))
assert abs(far_power - 3) < 0.03

kT = sc.k * temperature / eV
matsubara = 2 * pi * kT * np.arange(20001)
matsubara[0] = 1e-6
terms = image_series(eps_metal(matsubara), eps_semi(matsubara))
H_thermal = 1.5 * kT * (np.sum(terms) - terms[0] / 2)
assert abs(H_thermal / H_lifshitz - 1) < 1e-3

# ---------------- printed numbers ----------------
print("INPUTS (rough or round)")
print(f"Pb, InSb lattice constants: {a_pb:.3f}, {a_insb:.3f} nm")
print(f"pair coefficient C6: {C6:.2e} eV nm^6")
print(f"surface barrier: {barrier:.1f} eV")
print(f"InSb electronic permittivity: {eps_insb:.0f}")
print(f"valence electrons per atom: {valence}")
print("PAIR SUM")
print(f"atom densities Pb, InSb: {n1:.2f}, {n2:.2f} nm^-3")
print(f"Hamaker constant H: {H:.3f} eV")
for d in gaps:
    print(f"pair energy at d = {d:.1f} nm: {pair_energy(d):.4f} eV/nm^2")
print(f"same at 1.0 nm: {pair_energy(1.0) * to_mJ_m2:.2f} mJ/m^2")
print("SEMILOCAL CORRELATION, frozen model densities")
print(f"kappa: {kappa:.2f} nm^-1")
print(f"tail integral J: {J:.4f}")
for i, d in enumerate(gaps):
    print(f"PW92, PBE at d = {d:.1f} nm: {semilocal['PW92'][i]:.3e}, "
          f"{semilocal['PBE'][i]:.3e} eV/nm^2")
print(f"decay rate/kappa, 1.0-1.2 nm, PW92: {rate['PW92']:.3f}")
print(f"decay rate/kappa, 1.0-1.2 nm, PBE: {rate['PBE']:.3f}")
print(f"pair energy/PW92 at 1.0 nm: "
      f"{pair_energy(1.0) / semilocal['PW92'][2]:.2e}")
print("ATOMIC PLANES")
print(f"plane spacings Pb, InSb: {s1:.4f}, {s2:.4f} nm")
print(f"outer-plane gap D for d = 1.0 nm: {D_far:.4f} nm")
print(f"relative correction, plane sum: {100 * discrete_far:.2f} %")
print(f"relative correction, formula: {100 * discrete_formula:.2f} %")
print(f"contact: D = {D_contact:.2f} nm, face gap d = {d_contact:.4f} nm")
print(f"contact, plane sum: {plane_energy(D_contact):.3f} eV/nm^2")
print(f"contact, continuum at face gap d: "
      f"{pair_energy(d_contact):.3f} eV/nm^2")
print(f"contact, continuum with d set to D: "
      f"{pair_energy(D_contact):.3f} eV/nm^2")
print(f"atom 0.30 nm above Pb net, explicit/smeared, top site: "
      f"{net_ratio(0.30, 0.0):.3f}")
print(f"same, hollow site: {net_ratio(0.30, 0.5):.3f}")
print("MANY-BODY, RETARDATION, TEMPERATURE")
print(f"plasma energies Pb, InSb: {wp1:.2f}, {wp2:.2f} eV")
print(f"Lifshitz H: {H_lifshitz:.3f} eV")
print(f"C6 from same response: {C6_response:.3e} eV nm^6")
print(f"pair-sum H from same response: {H_response:.3f} eV")
print(f"Lifshitz H/pair-sum H, same response: "
      f"{H_lifshitz / H_response:.3f}")
print(f"Lifshitz H/example H: {H_lifshitz / H:.3f}")
for d in (1.0, 10.0, 100.0):
    print(f"retarded/nonretarded at {d:.0f} nm: {retardation_ratio(d):.4f}")
print(f"distance exponent, 5 to 10 micrometres, 0 K: {far_power:.3f}")
print(f"change of Lifshitz H at {temperature:.0f} K: "
      f"{abs(H_thermal - H_lifshitz):.6f} eV")
print("done: every assertion held")
```

It prints:

```
INPUTS (rough or round)
Pb, InSb lattice constants: 0.495, 0.648 nm
pair coefficient C6: 3.00e-04 eV nm^6
surface barrier: 4.5 eV
InSb electronic permittivity: 16
valence electrons per atom: 4
PAIR SUM
atom densities Pb, InSb: 32.98, 29.40 nm^-3
Hamaker constant H: 2.871 eV
pair energy at d = 0.3 nm: -0.8462 eV/nm^2
pair energy at d = 0.5 nm: -0.3046 eV/nm^2
pair energy at d = 1.0 nm: -0.0762 eV/nm^2
same at 1.0 nm: -12.20 mJ/m^2
SEMILOCAL CORRELATION, frozen model densities
kappa: 10.87 nm^-1
tail integral J: 2.6500
PW92, PBE at d = 0.3 nm: -1.699e-01, -6.954e-01 eV/nm^2
PW92, PBE at d = 0.5 nm: -1.518e-02, -3.304e-02 eV/nm^2
PW92, PBE at d = 1.0 nm: -2.178e-05, -4.363e-06 eV/nm^2
decay rate/kappa, 1.0-1.2 nm, PW92: 1.259
decay rate/kappa, 1.0-1.2 nm, PBE: 1.627
pair energy/PW92 at 1.0 nm: 3.50e+03
ATOMIC PLANES
plane spacings Pb, InSb: 0.2475, 0.1620 nm
outer-plane gap D for d = 1.0 nm: 1.2047 nm
relative correction, plane sum: -2.10 %
relative correction, formula: -2.19 %
contact: D = 0.30 nm, face gap d = 0.0953 nm
contact, plane sum: -3.447 eV/nm^2
contact, continuum at face gap d: -8.394 eV/nm^2
contact, continuum with d set to D: -0.846 eV/nm^2
atom 0.30 nm above Pb net, explicit/smeared, top site: 1.234
same, hollow site: 0.836
MANY-BODY, RETARDATION, TEMPERATURE
plasma energies Pb, InSb: 13.49, 12.73 eV
Lifshitz H: 1.726 eV
C6 from same response: 2.909e-04 eV nm^6
pair-sum H from same response: 2.784 eV
Lifshitz H/pair-sum H, same response: 0.620
Lifshitz H/example H: 0.601
retarded/nonretarded at 1 nm: 0.9831
retarded/nonretarded at 10 nm: 0.7639
retarded/nonretarded at 100 nm: 0.2439
distance exponent, 5 to 10 micrometres, 0 K: 2.997
change of Lifshitz H at 300 K: 0.000000 eV
done: every assertion held
```
